**Spectral radius of ballistic wall reflection in open and sealed features**

For finitely many wall patches and particle-conserving view factors, the radiosity iteration converges for every source and start exactly when each patch has a chain of possible flights to a patch with direct loss. The transfer matrix is P[i,j] = (1 − s[i]) F[i,j], with sticking probability s and view factor F, and rho is its spectral radius. The program asserts this chain criterion against eigenvalues of random networks, and the string formula for view factors against ray casting in a trench with a side cavity. It also asserts that the late error decays by the factor rho per sweep, that the flux is uniform without sticking, and that particles balance with weak sticking. In the example, 35 of 76 patches cannot see the opening, yet rho is 0.9758 at zero sticking. A change below 1e-4 of the mouth flux then still hides an error of about 4e-3. Sealing the feature without any absorber gives rho = 1, while coarse midpoint view factors give rho = 1.36 in an open trench.

## Numerical check

```python
"""
Result under test: for finitely many wall patches and a conserving transfer
matrix P, the ballistic radiosity iteration converges for every source exactly
when each patch has a chain of possible flights to a patch with direct loss;
then the spectral radius rho(P) is below one.

Symbols: area[i] patch length (angstrom, long trench), s sticking probability,
F[i,j] view factor from i to j, P[i,j] = (1-s[i]) F[i,j], flux relative to the
flux of the isotropic gas at the opening. The opening is the last boundary piece.
exchange[i,j] = area[i] F[i,j], from geodesic string lengths in the section.
"""
import numpy as np


def spectral_radius(matrix):
    return np.max(np.abs(np.linalg.eigvals(matrix)))


def make_boundary(vertices, patch_length):
    """Counterclockwise boundary; the last edge is the undivided opening."""
    points, edge_of, counts = [], [], []
    for e, start in enumerate(vertices):
        end = vertices[(e + 1) % len(vertices)]
        length = np.linalg.norm(end - start)
        count = max(1, int(round(length / patch_length)))
        if e == len(vertices) - 1:
            count = 1
        counts.append(count)
        for k in range(count):
            points.append(start + (end - start) * k / count)
            edge_of.append(e)
    return np.array(points), np.array(edge_of), np.array(counts)


def string_exchange(points, corner=None):
    """Exchange lengths from shortest paths; corner is the one reflex vertex."""
    x, y = points.T
    dx, dy = x[None, :] - x[:, None], y[None, :] - y[:, None]
    d = np.hypot(dx, dy)
    if corner is not None:
        xc, yc = corner
        to_corner = np.hypot(x - xc, y - yc)
        upper, right = y > yc + 1e-9, x > xc + 1e-9
        side = dx * (yc - y[:, None]) - dy * (xc - x[:, None])
        blocked = upper[:, None] & right[None, :] & (side < 0)
        blocked = blocked | blocked.T
        d = np.where(blocked, to_corner[:, None] + to_corner[None, :], d)
    d_next_col = np.roll(d, -1, axis=1)
    d_next_row = np.roll(d, -1, axis=0)
    d_next_both = np.roll(d_next_col, -1, axis=0)
    exchange = 0.5 * (d + d_next_both - d_next_col - d_next_row)
    np.fill_diagonal(exchange, 0.0)
    exchange[np.abs(exchange) < 1e-9] = 0.0   # rounding of hidden pairs
    area = np.linalg.norm(np.roll(points, -1, axis=0) - points, axis=1)
    return exchange, area


def cross(a, b):
    return a[..., 0] * b[..., 1] - a[..., 1] * b[..., 0]


def ray_view_factors(vertices, points, edge_of, counts, n_start=20, n_angle=1000):
    """View factors by following straight flights with the cosine law."""
    n = len(points)
    offsets = np.concatenate([[0], np.cumsum(counts)[:-1]])
    sines = -1 + 2 * (np.arange(n_angle) + 0.5) / n_angle
    cosines = np.sqrt(1 - sines**2)
    factors = np.zeros((n, n))
    for i in range(n):
        a, b = points[i], points[(i + 1) % n]
        tangent = (b - a) / np.linalg.norm(b - a)
        normal = np.array([-tangent[1], tangent[0]])
        fraction = (np.arange(n_start) + 0.5) / n_start
        start = (a + fraction[:, None] * (b - a))[:, None, :]
        direction = (sines[:, None] * tangent + cosines[:, None] * normal)[None]
        nearest = np.full((n_start, n_angle), np.inf)
        target = np.full((n_start, n_angle), -1)
        for e in range(len(vertices)):
            if e == edge_of[i]:
                continue
            v = vertices[e]
            w = vertices[(e + 1) % len(vertices)] - v
            with np.errstate(divide="ignore", invalid="ignore"):
                denominator = cross(direction, w)
                distance = cross(v - start, w) / denominator
                u = cross(v - start, direction) / denominator
            hit = ((distance > 1e-9) & (u > -1e-12) & (u < 1 + 1e-12)
                   & (distance < nearest))
            safe_u = np.where(hit, u, 0.0)
            piece = np.clip(np.floor(safe_u * counts[e]), 0, counts[e] - 1)
            nearest = np.where(hit, distance, nearest)
            target = np.where(hit, offsets[e] + piece.astype(int), target)
        assert target.min() >= 0
        factors[i] = np.bincount(target.ravel(), minlength=n) / target.size
    return factors


# Cosine law in three dimensions, projected on the plane of the section
grid = (np.arange(1000) + 0.5) / 1000
tan_polar = np.sqrt(grid / (1 - grid))
projected_tan = tan_polar[:, None] * np.cos(2 * np.pi * grid)[None, :]
fraction_below_30 = np.mean(projected_tan < np.tan(np.pi / 6))
assert abs(fraction_below_30 - 0.5 * (1 + np.sin(np.pi / 6))) < 1e-3

# Chain criterion against eigenvalues, random one-way networks
rng = np.random.default_rng(4)
n_good = n_bad = 0
for trial in range(400):
    size = 6
    network = np.zeros((size, size))
    for i in range(size):
        targets = rng.choice(size, size=rng.integers(1, 3), replace=False)
        network[i, targets] = 1 / len(targets)
    loss = np.where(rng.random(size) < 0.3, 0.3, 0.0)
    network *= (1 - loss)[:, None]
    can_lose = loss > 0
    for step in range(size):
        can_lose = can_lose | ((network > 0) @ can_lose.astype(int) > 0)
    rho_network = spectral_radius(network)
    if can_lose.all():
        assert rho_network < 1 - 1e-6
        n_good += 1
    else:
        assert abs(rho_network - 1) < 1e-8
        n_bad += 1
assert n_good > 20 and n_bad > 20

# Trench with a side cavity
width, depth, cavity_height, cavity_run = 200.0, 1000.0, 200.0, 800.0
patch_length = 50.0
corner = (width, -depth + cavity_height)
vertices = np.array([[0, 0], [0, -depth], [width + cavity_run, -depth],
                     [width + cavity_run, corner[1]], corner, [width, 0]], float)
points, edge_of, counts = make_boundary(vertices, patch_length)
exchange, area_all = string_exchange(points, corner)
F_all = exchange / area_all[:, None]
assert exchange.min() >= 0
assert np.max(np.abs(F_all.sum(axis=1) - 1)) < 1e-10
F_ray = ray_view_factors(vertices, points, edge_of, counts)
ray_difference = np.max(np.abs(F_ray - F_all))
assert ray_difference < 2e-3

F = F_all[:-1, :-1]
area = area_all[:-1]
to_opening = F_all[:-1, -1]
direct = exchange[:-1, -1] / area
n_wall = len(area)
identity = np.eye(n_wall)

# Zero sticking: the opening is the only loss
hidden = to_opening == 0
survive_1 = F.sum(axis=1)
survive_2 = F @ survive_1
assert hidden.any() and abs(survive_1.max() - 1) < 1e-10
q2 = survive_2.max()
assert q2 < 1 - 1e-6
q100 = np.linalg.matrix_power(F, 100).sum(axis=1).max()
eigenvalues = np.linalg.eigvals(F)
assert np.max(np.abs(eigenvalues.imag)) < 1e-8
rho = np.max(np.abs(eigenvalues))
lowest = eigenvalues.real.min()
assert rho < 1 and rho <= q100**0.01 + 1e-12 and rho <= q2**0.5 + 1e-12

solution = np.linalg.solve(identity - F, direct)
assert np.max(np.abs(solution - 1)) < 1e-9
flux = np.zeros(n_wall)
errors, changes, weighted = [], [], []
for sweep in range(5000):
    new_flux = direct + F @ flux
    errors.append(np.max(np.abs(solution - flux)))
    weighted.append(area @ np.abs(solution - flux))
    changes.append(np.max(np.abs(new_flux - flux)))
    flux = new_flux
errors, changes = np.array(errors), np.array(changes)
assert np.max(np.abs(flux - 1)) < 1e-8
late_ratio = errors[601] / errors[600]
assert abs(late_ratio - rho) < 1e-4
late_amplification = errors[600] / changes[600]
assert abs(late_amplification * (1 - rho) - 1) < 0.02
for blocks in range(1, 7):
    assert weighted[100 * blocks] <= q100**blocks * weighted[0] * (1 + 1e-9)
stop = int(np.argmax(changes < 1e-4))
sweeps_to_ppm = int(np.argmax(errors < 1e-6))
assert stop > 0 and sweeps_to_ppm > 0

# Mean wall hits of an entering particle, from flights followed independently
hits_ray = F_ray[-1, :-1] @ np.linalg.solve(identity - F_ray[:-1, :-1],
                                          np.ones(n_wall))
hits_length = area.sum() / width
assert abs(hits_ray / hits_length - 1) < 0.02

# Uniform weak sticking
sticking = 0.01
T = F * (1 - sticking)
rho_sticking = spectral_radius(T)
flux_sticking = np.linalg.solve(identity - T, direct)
iterate = np.zeros(n_wall)
sweeps_sticking = 0
while np.max(np.abs(iterate - flux_sticking)) > 1e-6:
    iterate = direct + T @ iterate
    sweeps_sticking += 1
    assert sweeps_sticking < 5000
absorbed = sticking * (area @ flux_sticking) / width
returned = (1 - sticking) * ((area * to_opening) @ flux_sticking) / width
assert abs(absorbed + returned - 1) < 1e-9
middle = 0.5 * (points + np.roll(points, -1, axis=0))[:-1]


def patch_near(x, y):
    return int(np.argmin(np.hypot(middle[:, 0] - x, middle[:, 1] - y)))


mouth = patch_near(0, -25)
foot = patch_near(0, -975)
far_end = patch_near(1000, -925)
assert flux_sticking[mouth] > flux_sticking[foot] > flux_sticking[far_end]

# Sealed void: the opening is replaced by a reflecting wall
rho_sealed = spectral_radius(F_all)
assert abs(rho_sealed - 1) < 1e-9
source = np.zeros(n_wall + 1)
source[far_end] = 1.0
hits = np.zeros(n_wall + 1)
for sweep in range(200):
    hits = source + F_all.T @ hits
sealed_hits = hits.sum()
assert abs(sealed_hits - 200) < 1e-6
one_absorber = F_all.copy()
one_absorber[far_end] *= 0.9
rho_one_absorber = spectral_radius(one_absorber)
assert rho_one_absorber < 1 - 1e-6

# Finer mesh of the same feature
fine_points, _, _ = make_boundary(vertices, patch_length / 2)
fine_exchange, fine_area = string_exchange(fine_points, corner)
rho_fine = spectral_radius((fine_exchange / fine_area[:, None])[:-1, :-1])
assert rho_fine < 1 and abs(rho_fine - rho) < 1e-3


def straight_trench(trench_depth, length):
    corners = np.array([[0, 0], [0, -trench_depth], [width, -trench_depth],
                        [width, 0]], float)
    pts, _, _ = make_boundary(corners, length)
    exch, lengths = string_exchange(pts)
    return pts, lengths, (exch / lengths[:, None])[:-1, :-1]


depths = [400.0, 1000.0, 2000.0, 4000.0]
rho_depths = [spectral_radius(straight_trench(z, patch_length)[2]) for z in depths]
assert np.all(np.diff(rho_depths) > 0) and rho_depths[-1] < 1

# Midpoint view factors on coarse patches do not conserve particles
coarse_length = 500.0
pts, lengths, F_coarse = straight_trench(depth, coarse_length)
vectors = np.roll(pts, -1, axis=0) - pts
normals = np.column_stack([-vectors[:, 1], vectors[:, 0]]) / lengths[:, None]
centres = pts + 0.5 * vectors
n_coarse = len(pts) - 1
F_midpoint = np.zeros((n_coarse, n_coarse))
for i in range(n_coarse):
    for j in range(n_coarse):
        if i != j:
            line = centres[j] - centres[i]
            r = np.linalg.norm(line)
            cos_i = max(0.0, normals[i] @ line / r)
            cos_j = max(0.0, -normals[j] @ line / r)
            F_midpoint[i, j] = cos_i * cos_j * lengths[j] / (2 * r)
rho_midpoint = spectral_radius(F_midpoint)
rho_coarse = spectral_radius(F_coarse)
assert rho_midpoint > 1 > rho_coarse

print(f"Trench width: {width:.0f} angstrom")
print(f"Trench depth: {depth:.0f} angstrom")
print(f"Cavity height: {cavity_height:.0f} angstrom")
print(f"Cavity run beyond trench wall: {cavity_run:.0f} angstrom")
print(f"Patch length: {patch_length:.0f} angstrom")
print(f"Total wall length: {area.sum():.0f} angstrom")
print(f"Wall patches: {n_wall} (count)")
print(f"Patches that cannot see the opening: {hidden.sum()} (count)")
print(f"Cosine-law fraction below +30 degrees: {fraction_below_30:.4f} (1)")
print(f"Largest view-factor difference, rays - strings: {ray_difference:.1e} (1)")
print(f"Random networks, all patches can lose: {n_good} (count)")
print(f"Random networks, some patches trapped: {n_bad} (count)")
print("-- zero sticking, open feature --")
print(f"Largest survival after 1 flight: {survive_1.max():.6f} (1)")
print(f"Largest survival after 2 flights q2: {q2:.6f} (1)")
print(f"Bound q2^(1/2): {q2**0.5:.6f} (1)")
print(f"Largest survival after 100 flights q100: {q100:.6f} (1)")
print(f"Bound q100^(1/100): {q100**0.01:.6f} (1)")
print(f"Spectral radius: {rho:.6f} (1)")
print(f"Most negative eigenvalue: {lowest:.6f} (1)")
print(f"Error ratio of sweeps 601 and 600: {late_ratio:.6f} (1)")
print(f"Error/change at sweep 600: {late_amplification:.2f} (1)")
print(f"1/(1 - spectral radius): {1 / (1 - rho):.2f} (1)")
print(f"Sweeps until change < 1e-4: {stop} (count)")
print(f"Change there: {changes[stop]:.3e} (mouth flux)")
print(f"True error there: {errors[stop]:.3e} (mouth flux)")
print(f"Sweeps until true error < 1e-6: {sweeps_to_ppm} (count)")
print(f"Mean wall hits, wall/opening length: {hits_length:.3f} (count)")
print(f"Mean wall hits, ray-cast matrix: {hits_ray:.3f} (count)")
print(f"Spectral radius, 25 angstrom patches: {rho_fine:.6f} (1)")
print("-- uniform sticking --")
print(f"Sticking probability: {sticking:.2f} (1)")
print(f"Spectral radius: {rho_sticking:.6f} (1)")
print(f"Sweeps until true error < 1e-6: {sweeps_sticking} (count)")
print(f"Flux at mouth patch: {flux_sticking[mouth]:.4f} (mouth flux)")
print(f"Flux at trench foot: {flux_sticking[foot]:.4f} (mouth flux)")
print(f"Flux at cavity end: {flux_sticking[far_end]:.4f} (mouth flux)")
print(f"Absorbed fraction: {absorbed:.4f} (1)")
print(f"Returned fraction: {returned:.4f} (1)")
print("-- sealed void --")
print(f"Spectral radius, no absorber: {rho_sealed:.6f} (1)")
print(f"Hits after 200 sweeps, unit source: {sealed_hits:.3f} (count)")
print(f"Spectral radius, one patch sticking 0.1: {rho_one_absorber:.6f} (1)")
print("-- straight trench, zero sticking --")
for z, value in zip(depths, rho_depths):
    print(f"Spectral radius at depth {z:.0f} angstrom: {value:.6f} (1)")
print(f"Coarse patch length: {coarse_length:.0f} angstrom")
print(f"Coarse spectral radius, strings: {rho_coarse:.6f} (1)")
print(f"Coarse spectral radius, midpoint: {rho_midpoint:.6f} (1)")
print("all assertions hold")
```

Running it gives:

```
Trench width: 200 angstrom
Trench depth: 1000 angstrom
Cavity height: 200 angstrom
Cavity run beyond trench wall: 800 angstrom
Patch length: 50 angstrom
Total wall length: 3800 angstrom
Wall patches: 76 (count)
Patches that cannot see the opening: 35 (count)
Cosine-law fraction below +30 degrees: 0.7500 (1)
Largest view-factor difference, rays - strings: 4.2e-04 (1)
Random networks, all patches can lose: 203 (count)
Random networks, some patches trapped: 197 (count)
-- zero sticking, open feature --
Largest survival after 1 flight: 1.000000 (1)
Largest survival after 2 flights q2: 0.999779 (1)
Bound q2^(1/2): 0.999889 (1)
Largest survival after 100 flights q100: 0.109087 (1)
Bound q100^(1/100): 0.978088 (1)
Spectral radius: 0.975826 (1)
Most negative eigenvalue: -0.862085 (1)
Error ratio of sweeps 601 and 600: 0.975826 (1)
Error/change at sweep 600: 41.37 (1)
1/(1 - spectral radius): 41.37 (1)
Sweeps until change < 1e-4: 234 (count)
Change there: 9.932e-05 (mouth flux)
True error there: 4.108e-03 (mouth flux)
Sweeps until true error < 1e-6: 575 (count)
Mean wall hits, wall/opening length: 19.000 (count)
Mean wall hits, ray-cast matrix: 19.006 (count)
Spectral radius, 25 angstrom patches: 0.975910 (1)
-- uniform sticking --
Sticking probability: 0.01 (1)
Spectral radius: 0.966068 (1)
Sweeps until true error < 1e-6: 398 (count)
Flux at mouth patch: 0.9301 (mouth flux)
Flux at trench foot: 0.7272 (mouth flux)
Flux at cavity end: 0.6606 (mouth flux)
Absorbed fraction: 0.1415 (1)
Returned fraction: 0.8585 (1)
-- sealed void --
Spectral radius, no absorber: 1.000000 (1)
Hits after 200 sweeps, unit source: 200.000 (count)
Spectral radius, one patch sticking 0.1: 0.998774 (1)
-- straight trench, zero sticking --
Spectral radius at depth 400 angstrom: 0.821367 (1)
Spectral radius at depth 1000 angstrom: 0.937211 (1)
Spectral radius at depth 2000 angstrom: 0.975979 (1)
Spectral radius at depth 4000 angstrom: 0.991725 (1)
Coarse patch length: 500 angstrom
Coarse spectral radius, strings: 0.922413 (1)
Coarse spectral radius, midpoint: 1.358762 (1)
all assertions hold
```
